# Counting Spin Functions and Valence-Bond Structures for the Benzene Pi System

A valence-bond calculation on the pi electrons of benzene places six electrons in six carbon $p_\pi$ orbitals, one per ring atom, and couples their spins to a chosen total spin. This problem asks how many independent wavefunctions are available.

Let $N$ be the number of electrons, $n$ the number of spatial orbitals, and $S,M$ the quantum numbers of total spin and its $z$ component. A multiplet is a set of $2S+1$ states with $M=-S,\dots,S$, connected by the spin ladder operators. The quantities $f$ and $D$ below are numbers of multiplets of spin $S$, that is, of independent states with that $S$ at one fixed $M$. Spatial symmetry is not used. A binomial coefficient $\binom{p}{q}$ with $q<0$ or $q>p$ is zero.

## (a) The branching diagram

**Let $f(N,S)$ be the number of multiplets of spin $S$ formed by $N$ spins one-half. Find a recursion for $f$ and use it up to $N=6$.**

**Solution.** Decompose the space of the first $N-1$ spins into multiplets, and add one more spin to a multiplet of spin $S'$. Angular-momentum addition gives one multiplet with $S'+\tfrac12$ and, if $S'>0$, one with $S'-\tfrac12$. The dimensions agree:
$$2(2S'+1)=(2S'+2)+2S' .$$
A multiplet of spin $S$ therefore comes from $S'=S-\tfrac12$ or from $S'=S+\tfrac12$:
$$f(N,S)=f(N-1,S-\tfrac12)+f(N-1,S+\tfrac12). \tag{1}$$
The start is $f(1,\tfrac12)=1$, and $f(N-1,-\tfrac12)=0$ because spin cannot be negative. Repeated use gives:

- $N=2$: $f=1,1$ for $S=0,1$.
- $N=3$: $f=2,1$ for $S=\tfrac12,\tfrac32$.
- $N=4$: $f=2,3,1$ for $S=0,1,2$.
- $N=5$: $f=5,4,1$ for $S=\tfrac12,\tfrac32,\tfrac52$.
- $N=6$: $f=5,9,5,1$ for $S=0,1,2,3$.

If $S$ is plotted against $N$, each multiplet corresponds to a path of steps $\pm\tfrac12$ that never goes below zero. This plot is the branching diagram, and $f(N,S)$ counts the paths ending at $(N,S)$.

## (b) A closed form

**Find $f(N,S)$ without recursion, and check that the result obeys (1).**

**Solution.** Use the product basis of spin words such as $\alpha\beta\alpha\beta$. A word with $N/2-M$ letters $\beta$ has spin projection $M$, so there are $\binom{N}{N/2-M}$ words with that projection. For $M\ge0$, every multiplet with $S\ge M$ supplies one state at this $M$, and the others supply none. Hence
$$\binom{N}{N/2-M}=\sum_{S\ge M}f(N,S).$$
Subtracting the sum for $M=S+1$ from the sum for $M=S$ leaves one term. With $b=N/2-S$,
$$f(N,S)=\binom Nb-\binom N{b-1}. \tag{2}$$

To factor this, write the second coefficient in terms of the first:
$$\binom N{b-1}=\frac{b}{N-b+1}\binom Nb .$$
Since $N-2b=2S$,
$$f(N,S)=\binom Nb\,\frac{N-b+1-b}{N-b+1}=\binom Nb\,\frac{2S+1}{N+1-b}.$$
Finally, $\binom{N+1}{b}=\frac{N+1}{N+1-b}\binom Nb$, so
$$f(N,S)=\frac{2S+1}{N+1}\binom{N+1}{N/2-S}. \tag{3}$$

For the check, Pascal's rule applied to both terms of (2) gives
$$\binom Nb-\binom N{b-1}=\binom{N-1}{b}-\binom{N-1}{b-2}.$$
On the right of (1), the number $N/2-S$ becomes $b$ for the first term and $b-1$ for the second. Their sum is
$$\left[\binom{N-1}{b}-\binom{N-1}{b-1}\right]+\left[\binom{N-1}{b-1}-\binom{N-1}{b-2}\right],$$
which is the same expression. At $S=0$ we have $N-1=2b-1$, and the first bracket vanishes because $\binom{2b-1}{b}=\binom{2b-1}{b-1}$. This is the required boundary condition.

For six spins there are 20 words with $M=0$ and 15 with $M=1$. The difference is $f(6,0)=5$, in agreement with $\frac17\binom73=\frac{35}{7}$.

## (c) Rumer structures

**For even $N$, construct a basis of singlets from spin-paired bonds. Which bonding patterns does it contain for benzene?**

**Solution.** Number the sites around a circle and, for $i<j$, define the unnormalized singlet bond
$$[ij]=\alpha(i)\beta(j)-\beta(i)\alpha(j).$$
A product of such brackets that uses every site once is a singlet, since each bracket has zero spin. Draw each bracket as a chord of the circle, or equivalently as an arc above the line of sites $1,\dots,N$. Keep the pairings whose arcs do not cross.

*Independence.* Order the spin words alphabetically, with $\alpha$ before $\beta$. Expanding a product of brackets gives one word with $\alpha$ at every arc opening and $\beta$ at every closing; its coefficient is $+1$. Any other word in the expansion reverses some arcs. The earliest site at which it differs is the opening of a reversed arc, where $\alpha$ has become $\beta$, so this word comes later. The opening word is therefore the leading word.

A non-crossing pairing can be recovered from its leading word: reading from the left, each closing must join the most recent unclosed opening, or two arcs would cross. Different non-crossing pairings thus have different leading words. Suppose a linear combination of them vanishes with some nonzero coefficients. Among the functions with nonzero coefficients, take the one whose leading word is earliest. No other function in the combination contains that word, so its coefficient must be zero, a contradiction. The functions are independent.

*Completeness.* Read each opening as a step $+\tfrac12$ and each closing as a step $-\tfrac12$. Up to any site, there are at least as many openings as closings, and the totals are equal. The non-crossing pairings therefore correspond one to one with branching paths ending at $S=0$. There are $f(N,0)$ of them, which is the dimension of the singlet space, so they form a basis.

Crossed bonds add nothing new. For four sites,
$$[12][34]=\alpha\beta\alpha\beta-\alpha\beta\beta\alpha-\beta\alpha\alpha\beta+\beta\alpha\beta\alpha,$$
$$[14][23]=\alpha\alpha\beta\beta-\alpha\beta\alpha\beta-\beta\alpha\beta\alpha+\beta\beta\alpha\alpha .$$
In the sum, the words $\alpha\beta\alpha\beta$ and $\beta\alpha\beta\alpha$ cancel. What remains is the expansion of $[13][24]$:
$$[13][24]=[12][34]+[14][23]. \tag{4}$$

*Benzene.* Of the 15 possible pairings of six sites, five are non-crossing:

- Two Kekulé patterns, with three neighbour bonds: $(12)(34)(56)$ and $(16)(23)(45)$.
- Three Dewar patterns, with two neighbour bonds and one bond across the ring: $(12)(36)(45)$, $(14)(23)(56)$ and $(16)(25)(34)$.

To obtain electronic wavefunctions, multiply a spin function by the orbital product $\phi_1(1)\cdots\phi_6(6)$ and antisymmetrize. For orthonormal orbitals, different spin words give different determinants, so independence is preserved. Antisymmetrization also preserves total spin, because the total-spin operators are symmetric in the electrons. These are the five covalent Rumer structures: every orbital holds one electron. The number five is a dimension. The particular five patterns depend on the circular order used to define a crossing.

## (d) All states of $N$ electrons in $n$ orbitals

**Now allow orbitals to be empty or doubly occupied. Find the number $D(n,N,S)$ of multiplets, first for orthonormal orbitals, and evaluate it for benzene.**

**Solution.** The method of part (b) applies with spin words replaced by Slater determinants. A determinant is fixed by choosing which orbitals hold an $\alpha$ electron and, independently, which hold a $\beta$ electron. The spin operators do not move electrons between orbitals, so the determinants span complete multiplets. Let
$$a=\frac N2+S,\qquad b=\frac N2-S,\qquad a-b=2S .$$
There are $\binom na\binom nb$ determinants with $M=S$. Raising $M$ by one changes a $\beta$ electron into an $\alpha$ electron, so
$$D(n,N,S)=\binom na\binom nb-\binom n{a+1}\binom n{b-1}. \tag{5}$$

For $a\le n$ and $b\ge0$, use
$$\binom n{a+1}=\frac{n-a}{a+1}\binom na,\qquad \binom n{b-1}=\frac{b}{n-b+1}\binom nb .$$
Equation (5) becomes
$$D=\binom na\binom nb\,\frac{(a+1)(n-b+1)-b(n-a)}{(a+1)(n-b+1)} .$$
Expand the numerator:
$$an-ab+a+n-b+1-bn+ab=n(a-b+1)+(a-b+1).$$
This equals $(n+1)(2S+1)$. The denominators are absorbed by
$$\frac{1}{a+1}\binom na=\frac{1}{n+1}\binom{n+1}{a+1},\qquad \frac{1}{n+1-b}\binom nb=\frac1{n+1}\binom{n+1}{b}.$$
One factor $n+1$ from the numerator cancels one of the two in the denominator, leaving the Weyl–Paldus formula
$$D(n,N,S)=\frac{2S+1}{n+1}\binom{n+1}{N/2-S}\binom{n+1}{N/2+S+1}. \tag{6}$$
If $a>n$, there are not enough orbitals for the $\alpha$ electrons, and both (5) and (6) give zero.

Two small cases show the content of the formula. For two electrons in two orbitals, $D(2,2,0)=\frac13\cdot3\cdot3=3$: one covalent and two ionic singlets. When all orbitals are full, $N=2n$, the formula gives one singlet.

For benzene with $S=0$,
$$D(6,6,0)=\frac17\binom73\binom74=\frac{35\times35}{7}=175 .$$
In terms of determinants, this is $400-225$. The remaining spins give 189 triplets, 35 quintets and one septet. Counting every $M$ component recovers all determinants:
$$175+3\times189+5\times35+7\times1=924=\binom{12}{6}.$$

A spin-independent Hamiltonian does not connect different $S$. Within this six-orbital pi space, a singlet calculation therefore needs a matrix of order 175, before spatial symmetry divides it further.

## (e) Covalent and ionic structures

**Divide the singlets of benzene according to the number $d$ of doubly occupied orbitals.**

**Solution.** Choose the $d$ doubly occupied orbitals in $\binom nd$ ways. From the other $n-d$ orbitals, choose the $N-2d$ that hold one electron each. The Pauli principle forces each doubly occupied orbital to be a singlet, so the total spin comes from the $N-2d$ single electrons. These can be coupled in $f(N-2d,S)$ ways. Spin operators preserve the orbital occupations, so the contributions add:
$$D(n,N,S)=\sum_d\binom nd\binom{n-d}{N-2d}f(N-2d,S), \tag{7}$$
with $f(0,0)=1$ for the case of no open shell. For benzene the terms are:

- $d=0$: $1\times5=5$ covalent structures.
- $d=1$: $(6\times5)\times2=60$ structures with one positive and one negative site.
- $d=2$: $(15\times6)\times1=90$ structures with two positive and two negative sites.
- $d=3$: $20\times1=20$ structures with three positive and three negative sites.

The charges are relative to one pi electron per atom. The total is $5+60+90+20=175$, of which 170 are ionic. These numbers say nothing about the weight of each class in the ground state, which depends on the Hamiltonian and on the choice of orbitals.

The single electrons in each ionic configuration are paired by the non-crossing rule of part (c), applied to their sites in circular order. If crossings were allowed, the five covalent pairings would become 15, and the two pairings for each $d=1$ placement would become three. One would then draw
$$15+30\times3+90+20=215$$
diagrams. By (4) and its analogue for six sites, 40 of them are redundant.

## (f) Overlapping orbitals

**Atomic orbitals on neighbouring atoms overlap. Does the count survive, and when does it fail?**

**Solution.** Let $\chi_p$ be orthonormal orbitals, and let the atomic orbitals be
$$\phi_i=\sum_p\chi_pC_{pi}.$$
Replacing each $\chi_i$ by $\phi_i$ in every determinant defines a linear map $T(C)$ on the $N$-electron space. If the $\phi_i$ are linearly independent, $C$ has an inverse. Then $T(C^{-1})$ undoes $T(C)$, and independent structures remain independent. The same $C$ acts on $\alpha$ and $\beta$ electrons, so $T(C)$ commutes with the total-spin operators and singlets remain singlets. Both the five covalent structures and the full set of 175 keep their rank.

As an example, give neighbouring orbitals on the ring an overlap $s$ and set all other overlaps to zero. The values of $s$ below are model parameters, not computed integrals for benzene. The orbital-overlap matrix has eigenvectors with components $e^{2\pi ikp/6}$ and eigenvalues
$$1+2s\cos\frac{2\pi k}{6},\qquad k=0,\dots,5 .$$
For $s\ge0$ the lowest is $1-2s$, from $k=3$, the combination with alternating signs. An overlap matrix cannot have a negative eigenvalue, so the model describes a set of orbitals only for $s\le\tfrac12$. The numerical check builds all structures explicitly, normalizes each one, and finds the rank and lowest eigenvalue of their overlap matrix:

- $s=0$: lowest orbital eigenvalue 1, rank 175, lowest structure eigenvalue 0.144.
- $s=0.25$: lowest orbital eigenvalue 0.5, rank 175, lowest structure eigenvalue 0.071.
- $s=0.5$: lowest orbital eigenvalue 0, rank 50, lowest structure eigenvalue zero to rounding.

Even at $s=0$, the structure eigenvalue is below one, because different pairings of the same singly occupied orbitals are not orthogonal. Independence does not require orthogonality.

At $s=0.5$, the alternating combination $\phi_1-\phi_2+\phi_3-\phi_4+\phi_5-\phi_6$ has squared norm $6(1-2s)=0$. Five independent orbitals remain, and $n$ in (6) must be replaced by this rank:
$$D(5,6,0)=\frac16\binom63\binom64=\frac{20\times15}{6}=50 .$$
This is the rank found numerically. The value $s=0.5$ belongs to the model and is not a physical threshold. If second-neighbour and cross-ring overlaps $s_2$ and $s_3$ are kept, the $k=3$ eigenvalue is $1-2s+2s_2-s_3$. For STO-3G carbon $p_\pi$ orbitals on a ring compressed until $s=0.5$, $s_2\approx0.17$ and $s_3\approx0.11$. This eigenvalue is then about 0.23, and the rank stays 175. The number of diagrams is still 175, but they now span a space of dimension 50. The count in (6) thus depends on the number of independent orbitals, and not on the number of orbital labels used to draw the structures.

## Values computed for the example and the checks

```
All printed quantities are dimensionless
Benzene pi space: electrons N = 6 , orbitals n = 6
Branching numbers f for N=1: S=0.5: 1
Branching numbers f for N=2: S=0: 1, S=1: 1
Branching numbers f for N=3: S=0.5: 2, S=1.5: 1
Branching numbers f for N=4: S=0: 2, S=1: 3, S=2: 1
Branching numbers f for N=5: S=0.5: 5, S=1.5: 4, S=2.5: 1
Branching numbers f for N=6: S=0: 5, S=1: 9, S=2: 5, S=3: 1
Spin words for N=6 with M=0: 20 , with M=1: 15
All perfect pairings of six sites: 15
Rumer pairing (1,2) (3,4) (5,6): neighbour bonds = 3
Rumer pairing (1,2) (3,6) (4,5): neighbour bonds = 2
Rumer pairing (1,4) (2,3) (5,6): neighbour bonds = 2
Rumer pairing (1,6) (2,3) (4,5): neighbour bonds = 3
Rumer pairing (1,6) (2,5) (3,4): neighbour bonds = 2
Kekule structures: 2 , Dewar: 3
Determinants, all M: 924
Determinants, M=0: 400 , M=1: 225
Multiplets with S=0: 175
Multiplets with S=1: 189
Multiplets with S=2: 35
Multiplets with S=3: 1
Double occupations d=0: placements=1, spin couplings=5, singlets=5
Double occupations d=1: placements=30, spin couplings=2, singlets=60
Double occupations d=2: placements=90, spin couplings=1, singlets=90
Double occupations d=3: placements=20, spin couplings=1, singlets=20
Total singlet structures: 175
Diagrams if crossings are allowed: 215
Neighbour overlap 0.00: orbital rank=6, lowest orbital-overlap eigenvalue=1.000
  rank of 175 Rumer structures=175, smallest structure-overlap eigenvalue=0.14389
Neighbour overlap 0.25: orbital rank=6, lowest orbital-overlap eigenvalue=0.500
  rank of 175 Rumer structures=175, smallest structure-overlap eigenvalue=0.07122
Neighbour overlap 0.50: orbital rank=5, lowest orbital-overlap eigenvalue=0.000
  rank of 175 Rumer structures=50, smallest structure-overlap eigenvalue=zero to rounding
```
